# Nonzero natural Frank-Bilby content does not prove misfit dislocations exist

**A film with 29 natural spacings over 30**

Take a row of 30 substrate columns, with spacing 1. A film crystal has natural spacing $a_f=30/29$, so 29 of its spacings fit the same length. Counting substrate steps minus film steps along this length gives

$$30-\frac{30}{30/29}=30-29=1 .$$

This is the Frank-Bilby content of the natural lattices, in units of the Burgers length.

Now compress the film until its spacing is 1 and place one film column on each substrate column. The natural spacings are unchanged, so the natural content is still 1. In the crystal actually present, however, 30 film steps face 30 substrate steps. A circuit around the interface closes, and there is no misfit dislocation.

The missing unit is in the strain. A film bond of actual length $\ell$ contributes $1-\ell/a_f$, the difference between one lattice step and the number of natural spacings that fit in $\ell$. For 30 bonds with $\ell=1$ the sum is $30(1-29/30)=1$. Coherency strain removes the mismatch of the actual lattices, while that of the natural lattices remains.

**Is the coherent state a real mechanical state?**

A small model answers this. Two triangular crystals consist of unbreakable harmonic bonds of stiffness $k=72$, in units of bond energy $D$ per squared substrate spacing. Breakable Morse bonds join them. At length $r$ such a bond has energy $D(q^2-2q)$ with $q=e^{-6(r/s-1)}$, where the rest length $s=(1+a_f)/2$ is the mean of the two natural spacings. The bond is switched off smoothly between $1.25s$ and $1.6s$. The period is 30 substrate columns, the substrate has ten rows, and its lowest row is fixed. The film has $n$ layers and either 30 columns (coherent) or 29 (dislocated). The column number is held fixed during relaxation.

In the coherent film the horizontal bonds have length 1 instead of $a_f$. The free surface lets the layer height adjust to $\sqrt{a_f^2-1/4}$, so the inclined film bonds keep their rest length. The interface bonds also reach theirs. With one horizontal bond per film atom, the energy per period is

$$U_{\rm coh}=30\,n\,\frac{k}{2}(a_f-1)^2=30\,n\,(36)(0.034483)^2D=1.284\,n\,D .$$

The zero of energy is the bare substrate plus the same film atoms in natural film crystal. Every bond, harmonic or Morse, has energy $-D$ at its rest length. Each atom of the coherent film adds three bonds, one horizontal and two to the row below, which is also the number per atom in the natural film crystal. The bond energies therefore cancel and only the strain energy remains. This permits comparison of films with different numbers of atoms.

Relaxation from randomly displaced positions returned to this energy at every thickness tried. Burgers circuits through the relaxed atoms gave 0 for the coherent films and 1 for the dislocated ones. The energies per period are:

| Layers | Coherent ($D$) | Dislocated ($D$) |
|---:|---:|---:|
| 1 | 1.28 | 4.83 |
| 4 | 5.14 | 6.29 |
| 6 | 7.71 | 6.38 |
| 16 | 20.55 | 6.50 |

The natural content is 1 in every row and both columns. It therefore determines neither which state is present nor which has the lower energy. The coherent energy grows in proportion to thickness. The dislocated film has its natural mean spacing, so it has no such uniform-strain term. The lower state changes between four and six layers for this ten-row substrate and this Morse exponent of 6. The crossover depends on the interface bonds: with exponent 4 the four-layer dislocated energy is 4.23 $D$, already below the coherent one. The dislocated energies also depend on the substrate depth. With 14 rows, the 16-layer value falls by 0.21 $D$, far less than the 14 $D$ that separates the two states there. The four-layer value falls from 6.29 $D$ to 6.06 $D$ with 14 rows and to 5.89 $D$ with 24 rows, still above the coherent 5.14 $D$.

**A continuum film in nanometres**

Consider a film on a cubic (001) substrate with cell length 0.543 nm. The in-plane Burgers length is $b=0.543/\sqrt2=0.384$ nm. Let the natural film spacing exceed that of the substrate by the fraction $f=0.004$, and let the thickness be $h=5$ nm. Per unit length, the natural content is

$$1-\frac1{1+f}=\frac f{1+f}=0.003984,$$

or 3.98 nm per micrometre. Reading this as discrete dislocations would give a spacing of $0.384/0.003984=96$ nm.

For coherency the in-plane elastic strain $e$ must satisfy $(1+f)(1+e)=1$. Hence

$$e=-\frac f{1+f}=-0.398\% .$$

The actual film and substrate spacings are then equal, and the discrete content is zero.

This state is in equilibrium. For equal in-plane strains $e$ and normal strain $z$, the cubic energy density is

$$w=(C_{11}+C_{12})e^2+\tfrac12C_{11}z^2+2C_{12}ez .$$

The free surface requires $\partial w/\partial z=C_{11}z+2C_{12}e=0$, so $z=-2C_{12}e/C_{11}$. Substitution gives

$$w=Me^2,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

With $C_{11}=165$ GPa and $C_{12}=64$ GPa, $M=179$ GPa and $z=+0.309\%$. Since $dw/de=2\sigma$ for two equal in-plane stresses, $\sigma=Me=-0.71$ GPa. This stress is uniform, so its divergence vanishes. It exerts no traction on the surface or the interface, so a thick substrate can remain unstressed. The stored energy is $Me^2h=0.0142$ J/m$^2$, or 0.089 eV/nm$^2$.

**Why a thin film can keep its coherency**

Remove one film column from a wide length $L$. To leading order in small strain, the mean strain across the line rises by $b/L$. The elastic energy per unit length of line changes by $Lh\sigma(b/L)=-M|e|bh$; the second-order term vanishes as $L\to\infty$. The gain is therefore $M|e|bh$.

The cost can be estimated from an edge dislocation in an isotropic solid with shear modulus $G$ and Poisson ratio $\nu$. Try the plane-strain stresses

$$\sigma_{rr}=\sigma_{\theta\theta}=-\frac{A\sin\theta}{r},\qquad \sigma_{r\theta}=\frac{A\cos\theta}{r}.$$

The radial force balance is $A\sin\theta/r^2-A\sin\theta/r^2=0$. The angular one is $(-1-1+2)A\cos\theta/r^2=0$. To find $A$, set $q=A(1-2\nu)/(2G)$. Both normal strains equal $-q\sin\theta/r$, and integrating them gives

$$u_r=-q\sin\theta\ln r+m'(\theta),\qquad u_\theta=q\cos\theta(1-\ln r)-m(\theta).$$

The shear relation $\partial_\theta u_r/r+\partial_ru_\theta-u_\theta/r=A\cos\theta/(Gr)$ then becomes

$$m''+m=\left(\frac AG+2q\right)\cos\theta=\frac{2A(1-\nu)}G\cos\theta .$$

A solution is $m=A(1-\nu)\theta\sin\theta/G$. Over one turn from $\theta=0$, $u_\theta$ returns to its value and $u_r$ jumps by $2\pi A(1-\nu)/G$. Setting this jump equal to $b$ gives $A=Gb/[2\pi(1-\nu)]$.

The energy between radii $r_0$ and $h$ is the work done on the cut,

$$W=\frac b2\int_{r_0}^{h}\frac Ar\,dr=\frac{Gb^2}{4\pi(1-\nu)}\ln\frac h{r_0}.$$

The work on the two bounding circles cancels. Its $r$-independent parts are equal and opposite, and its logarithmic part is proportional to $\int_0^{2\pi}(\sin^2\theta-\cos^2\theta)\,d\theta=0$.

Taking $h$ as the outer radius is a rough treatment of the free surface. Take $G=(C_{11}-C_{12})/2=50.5$ GPa and $\nu=C_{12}/(C_{11}+C_{12})=0.28$, the isotropic solid with the same $C_{11}$, $C_{12}$ and $M$. With $r_0=b$, the cost at 5 nm is about 13 eV/nm and the gain is about 9 eV/nm. The first dislocation does not pay. In the numerical output, the two lines for this gain and cost carry the label eV/nm, but their values are in eV/m; division by $10^9$ and rounding give the numbers used here.

Gain and cost balance at about 10 nm for $r_0=b$ and at about 15 nm for $r_0=b/4$. The spread shows how strongly the estimate depends on the core radius. The isotropic choice matters about as much. This $G$ is the softest shear modulus of silicon. With its $C_{44}=79.6$ GPa, anisotropic elasticity for a $\langle110\rangle$ edge line replaces $G/(1-\nu)=70$ GPa by 90 GPa, which raises the cost at 5 nm to about 17 eV/nm and the two thicknesses to about 14 and 21 nm. Above the critical thickness a coherent film may persist if dislocations cannot form or move; its natural content alone would not reveal this.

**The correct general statement**

Choose a reference lattice and a fixed one-to-one correspondence between lattice steps. Let $S_s,S_f$ map reference vectors to the natural substrate and film, and $F_s,F_f$ to the lattices actually present. For a probe vector $p$ in the interface, define

$$B_{\rm nat}=(S_s^{-1}-S_f^{-1})p,\qquad B_{\rm act}=(F_s^{-1}-F_f^{-1})p .$$

Let $E_s,E_f$ be the elastic distortions, so that $F_s=E_sS_s$ and $F_f=E_fS_f$. Then

$$B_{\rm nat}=B_{\rm act}+B_{\rm coh},$$

$$B_{\rm coh}=S_f^{-1}(E_f^{-1}-I)p-S_s^{-1}(E_s^{-1}-I)p .$$

*Proof.* The inverse of a product reverses its order, so $F_s^{-1}=S_s^{-1}E_s^{-1}$ and $F_f^{-1}=S_f^{-1}E_f^{-1}$. Subtracting the two definitions gives

$$B_{\rm nat}-B_{\rm act}=S_s^{-1}p-S_f^{-1}p-S_s^{-1}E_s^{-1}p+S_f^{-1}E_f^{-1}p .$$

Grouping the substrate terms and the film terms gives $B_{\rm coh}$. If the interface is coherent, each in-plane reference vector $v$ has the same image $p=F_sv=F_fv$. Therefore $F_s^{-1}p=F_f^{-1}p=v$ and $B_{\rm act}=0$, whatever the value of $B_{\rm nat}$. $\square$

The restriction to in-plane $p$ matters. In the continuum example the coherent film differs from the substrate along the normal, so $F_s^{-1}-F_f^{-1}$ is a nonzero matrix of rank one. It gives zero for every vector in the interface. The natural difference is $f/(1+f)$ times the identity and has rank three.

**Partial and full relaxation**

For an unstrained substrate and equal in-plane film strains $e$, the actual film spacing is $(1+f)(1+e)$ times that of the substrate. Hence

$$\frac{B_{\rm act}}p=1-\frac1{(1+f)(1+e)} .$$

At $e=-f/(1+f)$ this is zero. At $e=0$ it equals the natural value, and the inference from natural content to net discrete content is then valid. When half the coherency strain remains, it is 2.00 nm per micrometre.

The discrete model also shows a mixed state. With natural film spacing $30/28$ and 29 film columns, the natural content is $30-28=2$. The circuit gives 1 and the bond strains give 1.

For strained or partly relaxed films, $B_{\rm act}$ is a mean over a probe much longer than the dislocation spacing. It is also a net quantity: dislocations of opposite sign can cancel in it. Zero mean content alone therefore does not exclude every dislocation. The coherent film has none at the interface because its columns match one to one everywhere.

**Beside a real film**

The continuum parameters are rough values for silicon-germanium with about one tenth germanium on silicon (001). The calculation assumes a Burgers vector lying in the interface and perpendicular to the line. Glide dislocations in such films commonly have a Burgers vector at 60° to the line, inclined to the interface, and relieve only $b/2$ each. The spacing for full relaxation would then be about 48 nm instead of 96 nm. The gain halves, while the edge part alone retains $\sin^2 60^\circ=3/4$ of the cost, so in this estimate the critical thickness rises by at least a factor 1.5.

Two other neglected effects are smaller. The film force $|\sigma|h$ stretches a wafer of thickness $H$ by $h/H$ times the film strain. Bending adds $3h/H$ at its surface, since the moment is $|\sigma|hH/2$ and the bending stiffness is $MH^3/12$. For $H=0.70$ mm the total relief is $4h/H=0.003\%$ of the strain. An expansion difference of $3\times10^{-7}$ K$^{-1}$ between 900 K and 300 K changes the misfit by $1.8\times10^{-4}$, or 4.5% of its value. Film edges, surface steps and alloy disorder are left out. They can affect where dislocations form, but they do not alter the identity that separates discrete from coherency content.

## Computed values

```
Substrate cell: 0.543 nm
Burgers length: 0.3840 nm
Natural misfit: 0.400 %
Film thickness: 5.0 nm
Elastic constants C11, C12: 165, 64 GPa
Natural content per micrometre: 3.9841 nm
Discrete content, coherent, per micrometre: 0.0000 nm
Discrete content at half strain, per micrometre: 1.9960 nm
Spacing falsely inferred: 96.37 nm
Rank of natural difference: 3
Rank of coherent difference: 1
In-plane coherency strain: -0.3984 %
Normal strain: 0.3091 %
Biaxial modulus: 179.35 GPa
Coherency stress: -0.7145 GPa
Coherency energy: 0.01423 J/m2
Same energy: 0.0888 eV/nm2
Isotropic shear modulus: 50.50 GPa
Isotropic Poisson ratio: 0.2795
First-dislocation gain: 8562010789.908 eV/nm
Line cost, core radius b: 13172258195.502 eV/nm
Critical thickness, core radius b: 9.67 nm
Critical thickness, core radius b/4: 15.17 nm
Wafer thickness: 0.70 mm
Strain relief by wafer: 0.00286 %
Growth and use temperatures: 900, 300 K
Expansion difference: 3.00e-07 1/K
Thermal change / misfit: 4.50 %
Model substrate columns: 30
Model film natural spacing: 1.034483 substrate spacings
Model spring stiffness: 72 D/spacing^2
Model Morse exponent: 6
Model natural content: 1.000 Burgers lengths
Circuit content, coherent / dislocated: 0 / 1 Burgers lengths
Coherency content, coherent / dislocated: 1.000 / 0.000 Burgers lengths
Layers; coherent energy; dislocated energy (D per period)
 1; 1.2842; 4.8348
 2; 2.5684; 5.7751
 4; 5.1367; 6.2929
 6; 7.7051; 6.3780
 8; 10.2735; 6.3988
16; 20.5470; 6.5018
Shift for 14 instead of 10 substrate rows: -0.2128 D
Partial case, film natural spacing: 1.071429
Partial case, natural = discrete + coherency: 2.000 = 1 + 1.000
```
